# Extrapolated Threshold and Leakage at Zero Gate Bias

**Q:** I have a gallium nitride transistor whose drain current, plotted against gate voltage, becomes a straight line. Extrapolating that line to zero current gives a threshold of +0.50 V. At zero gate bias I am half a volt below threshold, so the device is off, and it must meet my leakage limit of 10 nA per mm of gate width.

**A:** The line tells you where the current would vanish if the straight part continued downwards. The real curve leaves the line before it gets there and keeps a tail. Whether the tail is below 10 nA/mm at zero bias depends on how steeply it falls, and the line was drawn through a region that barely depends on that steepness.

**Q:** That is a possibility, not a demonstration. Can one model give both the straight line and the tail?

**A:** Yes. Take a long n-channel with constant mobility \(\mu\), gate length \(L\) and width \(W\), and electrons in one two-dimensional subband of mass \(m^*\). I use atomic units in the algebra, \(e=\hbar=m_e=1\), so voltages and energies share a symbol. Let \(\theta=kT\).

First, the density of states. Per unit area, counting two spins, the number of states with wavevector below \(k\) is \(2\pi k^2/(2\pi)^2=k^2/2\pi\). With \(k^2=2m^*\varepsilon\) this is \(m^*\varepsilon/\pi\), so the density of states is the constant \(g=m^*/\pi\). Let \(x=(E_F-E_0)/\theta\) be the height of the local Fermi level above the subband edge. The sheet density is

\[
n=\int_0^\infty\frac{g\,d\varepsilon}{1+e^{\varepsilon/\theta-x}}
=g\Big[-\theta\ln\!\big(1+e^{x-\varepsilon/\theta}\big)\Big]_0^\infty
=g\theta\ln(1+e^x).
\]

For large positive \(x\) this is \(g\theta x\), linear. For large negative \(x\) it is \(g\theta e^x\), small but never zero. Both parts of your curve are in this one function.

**Q:** I control the gate voltage, not \(x\).

**A:** Charge balance connects them. Let \(V\) be the voltage of the electron Fermi level at a point in the channel, zero at the source and \(V_D\) at the drain. Let \(\phi\) be the electrostatic potential there, with its zero chosen so that \(E_0=-\phi\). Since \(E_F=-V\), we have \(\theta x=\phi-V\).

The gate insulator has capacitance \(C\) per area. Its voltage must support the electrons and any negative charge caught in interface traps. Assume \(N_t\) traps per area and energy, constant over the range that matters and in equilibrium with the channel electrons. Moving the Fermi level by \(\theta x\) relative to the subband edge then fills \(N_t\theta x\) more of them. Therefore

\[
C(V_G-V_0-\phi)=n+N_t\theta x .
\]

The constant \(V_0\) absorbs the gate work function, fixed charge and the traps already filled at \(x=0\). Put \(\phi=V+\theta x\), divide by \(C\) and collect the terms in \(x\):

\[
V_G-V=V_0+m\theta x+\frac{n}{C},\qquad m=1+\frac{N_t}{C}.
\]

The density thus depends on \(V_G-V\) alone. The traps enter through \(m\): part of each gate-voltage step is spent on filling them.

**Q:** And the current? I was told that above threshold it is drift and below threshold diffusion.

**A:** We can keep both throughout. Let \(y\) run from source to drain. The electron flux per width is \(\mu n\,d\phi/dy-\mathcal D\,dn/dy\). In equilibrium the two terms must cancel at constant \(V\), where \(d\phi=d(\theta x)\). This requires \(\mathcal D=\mu n\,/\,[dn/d(\theta x)]\). The diffusion term is then \(-\mu n\,d(\theta x)/dy\), and the sum is

\[
\mu n\,\frac{d(\phi-\theta x)}{dy}=\mu n\,\frac{dV}{dy}.
\]

The current \(I=W\mu n\,dV/dy\) is the same at every \(y\), so integrating over the channel gives

\[
I=\frac{W}{L}\,\mu\int_0^{V_D}n(V_G-V)\,dV .
\]

**Q:** Then recover my straight line first.

**A:** When \(x\) is large, \(n\simeq g\theta x\), so \(\theta x=n/g\) and the charge balance becomes \(V_G-V-V_0=n(1/C+m/g)\). Integrating over \(V\),

\[
I\simeq\frac{W}{L}\,\mu\,\frac{V_D\,(V_G-V_0-V_D/2)}{1/C+m/g}.
\]

This line meets zero at \(V_0+V_D/2\). The term \(V_D/2\) is the mean channel voltage, so I subtract it and define the extrapolated threshold \(V_T\) as the intercept minus \(V_D/2\). In this limit \(V_T=V_0\). The curve looks nearly straight before \(x\) is large, once each further step in gate voltage falls mostly across the insulator, that is, once \(d(n/C)\) is large beside \(m\theta\,dx\).

**Q:** My line is drawn at a finite gate voltage. Does that matter?

**A:** A little. For small \(V_D\), replace the integral by \(V_D\,n(u)\) with \(u=V_G-V_D/2\). The linear term of the expansion about the midpoint cancels by symmetry. The tangent's intercept is \(V_G-I/(dI/dV_G)\), which gives \(V_T=u-n/n'(u)\). To find \(n'\), use \(dn/dx=g\theta f\) with \(f=1/(1+e^{-x})\), and \(du/dx=m\theta+g\theta f/C\). Hence

\[
\frac{n}{n'}=n\,\frac{m\theta+g\theta f/C}{g\theta f}
=m\theta(1+e^{-x})\ln(1+e^x)+\frac nC .
\]

Subtract this from \(u=V_0+m\theta x+n/C\). The terms \(n/C\) cancel:

\[
V_T=V_0+m\theta\left[x-(1+e^{-x})\ln(1+e^x)\right].
\]

The logarithm exceeds both \(x\) and zero, and its factor exceeds one, so the bracket is negative. It tends to zero as \(x\) grows. The extrapolated threshold therefore approaches \(V_0\) from below. The mobility has cancelled from it because it was taken as constant, although it multiplies the leakage. A mobility that falls as the gate voltage rises would lower the reading.

**Q:** Now the tail at zero gate bias.

**A:** Far below threshold \(\ln(1+e^x)\simeq e^x\), and \(n/C\) is negligible beside \(m\theta\). The charge balance gives \(x=(V_G-V-V_0)/(m\theta)\), so

\[
n=g\theta\,e^{(V_G-V-V_0)/(m\theta)} .
\]

The integral over the channel is \(\int_0^{V_D}e^{-V/(m\theta)}dV=m\theta\,(1-e^{-V_D/(m\theta)})\). At \(V_G=0\),

\[
I(0)=I_x\,e^{-V_0/(m\theta)},\qquad
I_x=\frac WL\,\mu g m\theta^2\left(1-e^{-V_D/(m\theta)}\right).
\]

The current changes tenfold for each step \(S=m\theta\ln10\) in gate voltage, the subthreshold swing. The prefactor \(I_x\) is the exponential continued up to \(V_0\), where it no longer holds. It is not the actual current there.

So \(V_T\) is set by \(V_0\) with a correction of order \(m\theta\), while the leakage contains \(V_0\) divided by \(m\theta\) in an exponent. Fixing the first leaves the second open.

**Q:** Give me two devices with my threshold and different verdicts.

**A:** Take a 20 nm aluminium oxide insulator of relative permittivity 9, so \(C=0.398\) µF/cm². Let the mass be 0.20 electron masses, the mobility 150 cm²/Vs, the gate length 1 µm, the drain voltage 0.1 V and the temperature 300 K. In laboratory units \(\theta\) becomes \(kT/q=0.02585\) V, \(n/C\) becomes \(qn/C\), and the current gains a factor \(q\). The density of states is \(8.355\times10^{13}\) per eV and cm².

Device A has \(3\times10^{12}\) traps per eV and cm², device B has \(3\times10^{11}\). Then \(m=1+qN_t/C\) is 2.206 for A and 1.121 for B, and the swings are 131 and 67 mV per decade. I solved the charge balance by Newton iteration, integrated over the channel by Gauss quadrature, and drew the tangent at \(V_G=2\) V. For each device I adjusted \(V_0\) until \(V_T=+0.500\) V. This needs \(V_0=0.538\) V for A and 0.518 V for B. The currents are:

| \(V_G\) (V) | A (nA/mm) | B (nA/mm) |
|---:|---:|---:|
| −0.2 | 5.9 | 0.000025 |
| 0.0 | 197 | 0.025 |
| 0.2 | 6.4 × 10³ | 25 |
| 0.5 | 3.7 × 10⁵ | 1.9 × 10⁵ |
| 1.0 | 2.6 × 10⁶ | 2.7 × 10⁶ |
| 2.0 | 8.0 × 10⁶ | 8.3 × 10⁶ |

At zero gate bias A carries nearly 20 times your limit, and B is 400 times below it. Both have the threshold you quoted.

**Q:** Show me the 197 by hand.

**A:** For A, \(m\,kT/q=2.206\times0.02585=0.0570\) V. With \(W/L=1000\) for 1 mm of width,

\[
I_x=1000\times150\times(1.602\times10^{-19})(8.355\times10^{13})
\times0.02585\times0.0570\times0.827 ,
\]

which is \(2.45\times10^{-3}\) A/mm, or \(2.45\times10^6\) nA/mm. The last factor is \(1-e^{-0.1/0.0570}\). The exponent is \(0.5377/0.05704=9.427\), and \(e^{-9.427}=8.05\times10^{-5}\). The product is 197 nA/mm. The neglected term is small: the sheet density at the source is about \(1.7\times10^8\) cm⁻², so \(qn/C\) is 0.07 mV, against 57 mV for \(m\,kT/q\).

For B the exponent is \(0.5182/0.02897=17.9\). The prefactor differs by less than a factor of two. Nearly all of the contrast comes from the exponential.

**Q:** On my linear plot the two curves would look alike.

**A:** From 1 V upwards they differ by at most about 4 percent. The slope contains \(m\) through \(1/n'=1/C+m/(gf)\). At 2 V, where \(x\) is only 1.3 for A and 1.4 for B, the second term is 8 percent of the first for A and 4 percent for B. It falls to 7 and 3 percent at large \(x\), and is 17 and 8 percent at 1 V, where \(x\approx-0.4\). The insulator term dominates, which is why both curves are nearly straight and alike. And on a scale that reaches \(8\times10^6\) nA/mm, a leakage of 197 is 25 parts per million of full height. A linear plot hides it; a logarithmic current axis shows it.

**Q:** Could I keep the linear threshold and correct it? I read the current at \(V_T\), then go down one decade per 131 mV.

**A:** That gives \(3.72\times10^5\times10^{-0.5/0.1313}\approx58\) nA/mm, when the model gives 197. The estimate errs on the unsafe side, and in this model it must. From the expression for \(n/n'\),

\[
\frac{n'}{n}=\frac{1}{m\theta(1+e^{-x})\ln(1+e^x)+n/C}.
\]

The product \((1+e^{-x})\ln(1+e^x)\) tends to 1 as \(x\to-\infty\). Its derivative is \(1-e^{-x}\ln(1+e^x)\), which is positive because \(\ln(1+z)<z\) for \(z>0\). So the product exceeds 1, and \(n'/n<1/(m\theta)\) at every finite \(x\). The logarithmic slope of \(I\) is \(\int n'\,dV/\int n\,dV\), an average of \(n'/n\) over the channel voltage with weight \(n\), so it obeys the same bound. Between 0 and \(V_T\) the current therefore rises by less than the factor \(10^{V_T/S}\), and

\[
I(0)>I(V_T)\,10^{-V_T/S}.
\]

The curve has already bent away from the exponential at \(V_T\), so the full swing does not apply over the whole half volt.

**Q:** Then what threshold would A need?

**A:** Require \(I(0)\le I_{\rm lim}\) in the exponential law and take logarithms:

\[
V_0\ge m\theta\ln\frac{I_x}{I_{\rm lim}} .
\]

For A this is \(0.05704\times\ln(2.45\times10^5)=0.708\) V. The tangent at 2 V then reads \(V_T=0.664\) V. Alternatively, keep \(V_T=0.500\) V and reduce the traps. A root search that readjusts \(V_0\) for each \(m\) puts the leakage at the limit for \(m=1.67\), a swing of 99.5 mV per decade.

**Q:** So with a perfect interface any positive threshold would do?

**A:** No. Set \(m=1\). The same formula gives \(I_x=1.31\times10^6\) nA/mm and requires \(V_0\ge0.02585\times\ln(1.31\times10^5)=0.305\) V. Traps only raise the requirement, because both \(m\theta\) and \(I_x\) increase with \(m\). At 300 K, with these dimensions and this limit, a device with \(V_0=+0.2\) V fails for every trap density in the model.

**Q:** My tangent at 2 V was a choice. Would another choice expose device A?

**A:** Not by changing the sign, as long as it is drawn on the straight part. A tangent at 1.5 V gives A a threshold of 0.479 V, and one at 3 V gives 0.522 V. The leakage stays at 197 nA/mm, since the device has not changed.

I also assumed that voltage drops outside the gated channel had been removed. Suppose instead that they remain, with rough access resistances of 1 Ω mm at the source and 4 Ω mm at the drain, and that the tangent is drawn where the transconductance peaks. Solving for a consistent current puts the peak near 0.82 V and the threshold at 0.39 V. Most of that shift is the lower tangent point, which alone gives 0.42 V; the resistance supplies the rest. The threshold is still positive. A tangent at 2 V, where the resistances have bent the curve over, would give −0.09 V, but that reflects the resistances and not the tail. At 197 nA/mm the resistances drop only about 1 µV, so they do not reduce the leakage.

**Q:** How close is this to a real transistor?

**A:** The parameters are rough values for a recessed-gate gallium nitride transistor with an oxide under the gate. Device A stands for a rather poor interface, and a threshold of 0.5 V is low for a power switch. Two large departures are temperature and drain voltage. At 423 K, with \(V_0\), \(m\) and mobility held fixed, A leaks about 5200 nA/mm and B 8.4 nA/mm, just inside the limit. A power switch also blocks far more than 0.1 V. Saturating the drain factor at 300 K raises A to 238 nA/mm. If the drain also lowers \(V_0\) by an assumed 50 mV, A reaches 570 nA/mm. The same lowering multiplies B's hot leakage by \(e^{0.05/0.0408}\approx3.4\) and takes it over the limit. B's pass belongs to its test conditions.

**Q:** Could something you left out rescue A?

**A:** Its leakage is proportional to mobility, so at fixed \(V_0\) a subthreshold mobility 20 times lower than the assumed value would just do it (9.8 nA/mm). A mobility still rising at the tangent point raises the reading, however, so 0.50 V then implies a lower \(V_0\). With the mobility multiplied by \(0.05+0.95\,n^2/(n^2+n_0^2)\) and \(n_0=3\times10^{11}\) cm⁻², A still leaks about 14 nA/mm. The other effects I estimated do not:

- The channel's own field raises the subband edge. Take a relative permittivity of 8.9 for the channel and a hard-walled triangular well with half the field of the sheet charge, refer the traps to the band edge at the interface so that the rise enters multiplied by \(m\), and hold \(V_0\) fixed. The threshold rises to 0.58 V and the leakage falls by less than 1 percent. The reading looks safer and the tail hardly changes; readjusting \(V_0\) to restore 0.50 V raises the leakage to about 890 nA/mm. Only the direction is firm. A self-consistent one-subband well puts the edge 35 percent higher and gives 0.60 V and about 1400 nA/mm (19 percent, 0.61 V and about 1500 nA/mm with a 2 eV barrier in place of the hard wall), while the triangular well with traps referred to the subband edge gives 0.54 V and about 410 nA/mm. A permittivity of 10.4 lowers the three hard-wall leakages to about 780, 1190 and 380 nA/mm and the thresholds by less than 0.01 V. This estimate keeps one subband, although in the tail half the field of the sheet charge is only about 18 V/cm, far too little to separate subbands without a residual field. A self-consistent well with the higher subbands included, again readjusted to 0.50 V, leaks nearly 500 nA/mm for a residual field of 0.1 MV/cm and about 1100 nA/mm for 0.03 MV/cm.
- In a weak residual field, taken as 0.1 MV/cm, higher subbands of a triangular well are thermally occupied and raise the leakage by a factor of about 1.2. The factor depends strongly on this assumed field: it is 2 at 0.03 MV/cm and 4 at 0.01 MV/cm.
- At 2 V on the gate, the electrons and the traps filled above \(x=0\) put 0.7 MV/cm across the oxide, against a rough breakdown field of 8 MV/cm. Charge absorbed in \(V_0\) is not counted; the traps filled between the zero-bias level and \(x=0\) alone correspond to 0.15 MV/cm. For an assumed 2 eV barrier and a tunnelling mass of 0.25, the semiclassical transmission is about \(10^{-50}\) at the band edge. Averaged over a thermal distribution, where electrons near the top of the barrier dominate, it is about \(10^{-31}\) at 300 K and \(10^{-22}\) at 423 K, still negligible.

The last item does not cover the high field at the drain edge of the gate in blocking. Leakage through the buffer layer or through defects in the oxide is also absent here, and would add to the total. Slow traps would break the equilibrium assumption and make the curve depend on its sweep history. For B the Fermi level at the source lies 0.46 eV below the edge at zero bias and 0.64 eV at −0.2 V; for an assumed capture cross-section of \(10^{-15}\) cm² the emission times there are roughly 1 ms and 1 s, and a hundred times longer for \(10^{-17}\) cm². The constant trap density also extends above the band edge. With no traps above \(x=0\), a reading of 0.50 V needs \(V_0=0.516\) V and A leaks about 290 nA/mm.

**Q:** Then which number should I quote if I want to claim that the device is off at zero bias?

**A:** Quote the gate voltage at which the measured current equals your limit, taken at the drain voltage and temperature of use. In this model current increases with gate voltage, so the device meets the limit at zero bias when that voltage is zero or positive. For A at 300 K and 0.1 V on the drain, the exponential law gives

\[
V_{\rm lim}=-S\log_{10}\frac{I(0)}{I_{\rm lim}}
=-0.131\times\log_{10}19.7=-0.17\ \text{V}.
\]

**Q:** So my transistor could have a threshold of +0.50 V and still need −0.17 V on the gate to meet its specification.

**A:** Yes, if its swing, oxide and prefactor \(I_x\) are those of device A and the tangent is drawn at 2 V with access drops removed. A reading of 0.50 V from a tangent at 1 V would imply −0.10 V, and one at the transconductance peak with the resistances above −0.06 V. The same swing and threshold give −0.04 V with a 10 µm gate and −0.21 V with a 5 nm oxide. Within the model the extrapolated line can rule a device out: with constant mobility, access drops removed, the other parameters above and the tangent at 2 V, a threshold below about 0.29 V fails for trap densities up to \(10^{14}\) per eV and cm². Those conditions matter. Device B passes, yet at 2 V it reads −0.11 V with the access resistances left in, and 0.10 V if its mobility is divided by \(1+0.2\,qn/C\) with \(qn/C\) in volts. To rule a device in, the line needs a bound on the swing: under the same conditions a reading above 0.664 V passes for A's trap density, but up to 1.42 V can still fail for densities up to \(10^{13}\) per eV and cm². A positive reading alone does not show that the device meets its limit at zero bias; the current measured there does.

Numbers in the example were calculated in double precision.
